# Diffuse X-ray scattering from a self-affine surface in the Born approximation

## The decision: may the intensity be read as a power spectrum?

A program that extracts film roughness from diffuse X-ray data must decide whether the measured intensity is proportional to the power spectrum of the surface heights, and whether a damping factor should be divided out. The answer depends on $s=(q_z\sigma)^2$, where $q_z$ is the wavevector transfer normal to the surface and $\sigma$ the rms height. For $s\ll1$ the proportionality holds. In the example below $s=1.30$. There the undamped power-spectrum formula overestimates the intensity by a factor 2.8 at small in-plane transfer, is about 11% too low at 0.1 nm⁻¹, and is good to 2% at 0.5 nm⁻¹. Inserting the damping factor $e^{-s}=0.273$ everywhere would make the far intensity too small by a factor 3.7. The exponentiated height correlation covers both regions.

## Model and result

Material of uniform electron density $\rho$ fills $z<h(\mathbf r)$, with $\mathbf r=(x,y)$. The height $h$ is a stationary, isotropic Gaussian random field of zero mean, with correlation function

$$C(R)=\langle h(\mathbf 0)h(\mathbf R)\rangle=\sigma^2e^{-(R/\xi)^{2H}},\qquad 0<H<1 .$$

The mean square height difference is

$$g(R)=\langle[h(\mathbf R)-h(\mathbf 0)]^2\rangle=2\sigma^2-2C(R).$$

For $R\ll\xi$ it becomes $2\sigma^2(R/\xi)^{2H}$, so stretching lengths by $b$ stretches typical height differences by $b^H$. The surface is self-affine in this range only. The cutoff $\xi$ keeps $\sigma$ finite.

Let $\mathbf q=\mathbf k_f-\mathbf k_i$, $k_0=2\pi/\lambda$, and let $\theta_i,\theta_f$ be the angles to the mean surface, so that $q_z=k_0(\sin\theta_i+\sin\theta_f)$. The in-plane part of $\mathbf q$ is $\mathbf q_\parallel$, the illuminated area is $A\gg\xi^2$, and $P$ is the polarization factor. The classical electron radius is $r_e=e^2/(4\pi\varepsilon_0m_ec^2)$. The result to be derived is

$$\left(\frac{d\sigma}{d\Omega}\right)_{\rm diff}=\frac{AP r_e^2\rho^2}{q_z^2}\,e^{-q_z^2\sigma^2}\int d^2R\,\left[e^{q_z^2C(R)}-1\right]e^{-i\mathbf q_\parallel\cdot\mathbf R}.\tag{1}$$

It assumes single scattering, angles well above the critical angle, and weak absorption.

## Derivation

**Depth integral.** In the first Born approximation every electron sees the undisturbed incident wave, and the cross-section is $Pr_e^2\rho^2|F|^2$ with $F=\int_Vd^3r\,e^{-i\mathbf q\cdot\mathbf r}$. Absorption multiplies the amplitude scattered at height $z$ by $e^{\kappa z}$, where

$$\kappa=\frac{\mu}{2}\left(\frac1{\sin\theta_i}+\frac1{\sin\theta_f}\right)$$

for an intensity attenuation coefficient $\mu$; the half converts intensity to amplitude. Hence

$$\int_{-\infty}^{h}dz\,e^{(\kappa-iq_z)z}=\frac{e^{(\kappa-iq_z)h}}{\kappa-iq_z}\;\longrightarrow\;\frac{i}{q_z}e^{-iq_zh}.$$

The lower limit vanishes because $\kappa>0$. The last form needs $\kappa\ll q_z$ and $\kappa\sigma\ll1$. The volume integral has become a surface integral of a phase factor:

$$F=\frac{i}{q_z}\int_Ad^2r\,e^{-i\mathbf q_\parallel\cdot\mathbf r}e^{-iq_zh(\mathbf r)}.$$

**Ensemble average.** Multiply $F$ by its conjugate and set $\mathbf R=\mathbf r-\mathbf r'$. By stationarity the average depends on $\mathbf R$ alone, so the remaining position integral gives $A$, up to edge corrections that are small when $A\gg\xi^2$:

$$\langle|F|^2\rangle=\frac{A}{q_z^2}\int d^2R\,e^{-i\mathbf q_\parallel\cdot\mathbf R}\left\langle e^{-iq_z\Delta}\right\rangle,\qquad \Delta=h(\mathbf R)-h(\mathbf 0).$$

Since $h$ is a Gaussian field, $\Delta$ is a Gaussian variable with zero mean and variance $g$. Completing the square,

$$-\frac{\Delta^2}{2g}-iq_z\Delta=-\frac{(\Delta+iq_zg)^2}{2g}-\frac{q_z^2g}{2},$$

and the shifted Gaussian integrates to one. Therefore

$$\left\langle e^{-iq_z\Delta}\right\rangle=e^{-q_z^2g/2}=e^{-q_z^2\sigma^2}e^{q_z^2C(R)}.$$

For other height statistics the logarithm acquires further terms. The third cumulant of $\Delta$ vanishes for an isotropic surface, because exchanging the two points reverses $\Delta$. The first correction is then $q_z^4\kappa_4(R)/24$, with $\kappa_4$ the fourth cumulant of $\Delta$. It grows quickly with $q_z$.

**Separation of the specular part.** As $R\to\infty$, $C\to0$ and $e^{q_z^2C}\to1$. This constant does not decay, and its transform is a delta function:

$$\int d^2R\,e^{q_z^2C}e^{-i\mathbf q_\parallel\cdot\mathbf R}=(2\pi)^2\delta^2(\mathbf q_\parallel)+\int d^2R\,[e^{q_z^2C}-1]e^{-i\mathbf q_\parallel\cdot\mathbf R}.$$

The second term gives equation (1).

**Specular reflectivity.** For azimuth $\phi$ out of the plane of incidence,

$$q_x=k_0(\cos\theta_f\cos\phi-\cos\theta_i),\qquad q_y=k_0\cos\theta_f\sin\phi.$$

The Jacobian has magnitude $k_0^2\sin\theta_f\cos\theta_f(\cos^2\phi+\sin^2\phi)$. As $d\Omega=\cos\theta_f\,d\theta_fd\phi$, this means $d^2q_\parallel=k_0^2\sin\theta_f\,d\Omega$. A beam that falls entirely on the sample has cross-section $A\sin\theta_i$. Integrating the delta term and dividing by this area, with $\theta_i=\theta_f=\theta$ and $k_0\sin\theta=q_z/2$, gives

$$\mathcal R=\frac{Pr_e^2\rho^2}{q_z^2}\frac{(2\pi)^2e^{-s}}{k_0^2\sin^2\theta}=P\left(\frac{4\pi r_e\rho}{q_z^2}\right)^2e^{-s}.\tag{2}$$

**Sum rule.** Write the diffuse structure integral, including $e^{-s}$, as $\xi^2D(k,s)$ with $k=q_\parallel\xi$. Integrating it over $d^2q_\parallel/(2\pi)^2$ produces $\delta^2(\mathbf R)$, which picks out $C(0)=\sigma^2$:

$$\int\frac{d^2q_\parallel}{(2\pi)^2}\,\xi^2D=e^{-s}(e^s-1)=1-e^{-s}.\tag{3}$$

At fixed $q_z$, roughness moves the fraction $1-e^{-s}$ from the specular peak into diffuse scattering. A detector scan at fixed $\theta_i$ changes $q_z$, so its integral need not obey (3).

## Forms for computation

Isotropy turns the angular integral into $2\pi J_0$. With $u=R/\xi$,

$$D(k,s)=2\pi e^{-s}\int_0^\infty du\,u\,J_0(ku)\left[\exp\!\left(s\,e^{-u^{2H}}\right)-1\right].\tag{4}$$

The bracket should be evaluated with an `expm1` function to avoid cancellation at large $u$. The integrand can be cut where $u^{2H}=40$. The substitution $u\propto t^2$ crowds the nodes near the cusp at the origin. The panels must resolve the oscillations of $J_0$ at the largest $k$.

Expanding the exponential gives a second route. In the $n$-th term $e^{-nu^{2H}}$ becomes $e^{-v^{2H}}$ if $u=n^{-1/(2H)}v$, and the area element contributes $n^{-1/H}$:

$$D=e^{-s}\sum_{n=1}^\infty\frac{s^n}{n!\,n^{1/H}}F_H\!\left(\frac{k}{n^{1/(2H)}}\right),\qquad F_H(k)=\int d^2u\,e^{-u^{2H}}e^{-i\mathbf k\cdot\mathbf u}.\tag{5}$$

Here $\sigma^2\xi^2F_H$ is the height power spectrum. For $H=1/2$ it is elementary: $\int_0^\infty du\,J_0(ku)e^{-nu}=(n^2+k^2)^{-1/2}$, and $-d/dn$ supplies the factor $u$, so

$$D=2\pi e^{-s}\sum_{n=1}^\infty\frac{s^n}{n!}\frac{n}{(n^2+k^2)^{3/2}}\qquad(H=1/2).$$

**Smooth limit.** For $s\ll1$ the $n=1$ term dominates and $D\simeq sF_H(k)$: the intensity follows the height power spectrum.

**Rough limit.** For $s\gg1$ the integrand matters only where $C$ is close to $\sigma^2$. There $s(e^{-u^{2H}}-1)\simeq-su^{2H}$, and rescaling $u$ gives

$$D\simeq s^{-1/H}F_H\!\left(k\,s^{-1/(2H)}\right).$$

This limit is approached slowly near $k=0$: for $H=0.7$ the full $D$ exceeds it there by 25% at $s=10$ and by 4% at $s=50$. The width in $q_\parallel$ is then of order $s^{1/(2H)}/\xi$, and the specular weight is $e^{-s}$. If $\xi\to\infty$ with $\sigma^2/\xi^{2H}$ fixed, the surface is self-affine at all lengths and no separate specular peak remains.

## The tail is not damped

At large $k$ the transform is governed by the singularity at $u=0$. Expanding there,

$$\exp\!\left[-s\left(1-e^{-u^{2H}}\right)\right]=1-su^{2H}+\frac{s+s^2}{2}u^{4H}+\dots\tag{6}$$

The factor $e^{-s}$ has been absorbed, because at small separation the two heights are nearly equal and their phases nearly cancel. Constants contribute only at $k=0$. To transform $-u^{2H}$, use

$$u^{2H}=\frac{H}{\Gamma(1-H)}\int_0^\infty\frac{dt}{t^{1+H}}\left(1-e^{-tu^2}\right),\tag{7}$$

which follows by one integration by parts. For $k\neq0$ the 1 drops out. The Gaussian transforms into $(\pi/t)e^{-k^2/4t}$, and with $y=k^2/(4t)$

$$\int_0^\infty dt\,\frac{\pi}{t^{2+H}}e^{-k^2/4t}=\pi\left(\frac{k^2}{4}\right)^{-1-H}\Gamma(1+H).$$

Hence

$$D\simeq sT_Hk^{-2-2H},\qquad T_H=\frac{4^{1+H}\pi H\,\Gamma(1+H)}{\Gamma(1-H)}.\tag{8}$$

The first-order form $sF_H$ has the same tail, since $s e^{-u^{2H}}$ also contains $-su^{2H}$. It differs from (6) by $s^2u^{4H}/2$, apart from constants and higher terms. For $H>1/2$, the identity $\nabla^2u^{4H}=16H^2u^{4H-2}$ becomes division by $-k^2$ after transformation. The transform of $u^{4H}$ is therefore $+16H^2T_{2H-1}k^{-2-4H}$, and

$$\frac{D}{sF_H}\simeq1+8sH^2\frac{T_{2H-1}}{T_H}k^{-2H}\qquad(1/2<H<1).\tag{9}$$

The full result approaches the first-order one from above. For $H<1/2$ the transform of $u^{4H}$ is $-T_{2H}k^{-2-4H}$, and the approach is from below.

**Allowed exponents.** A power spectrum cannot be negative. Cutting (7) off at $t=\epsilon$ writes $-u^{2H}$ as a constant plus a positive mixture of Gaussians. Its exponential is a positive constant times a power series in that mixture, and each power has a non-negative transform. Letting $\epsilon\to0$ proves $F_H\ge0$ for $0<H<1$; $H=1$ is a Gaussian. For $1<H<2$ the Laplacian argument gives $-u^{2H}$ a negative transform, $-4H^2T_{H-1}k^{-2-2H}$. Quadrature for $H=1.2$ at $k=20$ gives a power spectrum of $-2.9\times10^{-5}\sigma^2\xi^2$. A fitting routine should therefore bound $H$ by 1 in this correlation function.

## A detector open out of the plane

Suppose the detector slit is long enough to accept all $\phi$ near the plane of incidence that carry appreciable intensity. The diffuse fraction of the incident beam per unit exit angle is

$$\frac{d\mathcal P}{d\theta_f}=\frac{1}{A\sin\theta_i}\int d\phi\,\cos\theta_f\left(\frac{d\sigma}{d\Omega}\right)_{\rm diff}.$$

For small $\phi$, $\cos\theta_f\,d\phi\simeq dq_y/k_0$, and the shift of $q_x$, of order $k_0\phi^2/2$, is neglected. The $q_y$ integral gives $2\pi\delta(Y)$, leaving

$$\frac{d\mathcal P}{d\theta_f}=\frac{2\pi Pr_e^2\rho^2}{k_0\sin\theta_i\,q_z^2}\,L,\qquad L=e^{-s}\int_{-\infty}^{\infty}dX\left[e^{q_z^2C(X)}-1\right]\cos(q_xX).\tag{10}$$

The slit also changes the tail exponent. Setting $q_y=|q_x|v$ in $\int dq_y(q_x^2+q_y^2)^{-1-H}$ gives a result proportional to $|q_x|^{-1-2H}$, not $|q_x|^{-2-2H}$.

## Worked example: a sputtered silicon film

Take a 500 nm amorphous silicon film on crystalline silicon, with assumed inputs $\sigma=0.8$ nm, $\xi=100$ nm, $H=0.7$ and density 2.28 g/cm³. The wavelength is 0.154 nm and $P=1$. Fourteen electrons per atom and a molar mass of 28.086 g/mol give $\rho=684$ nm⁻³. At $\theta_i=\theta_f=1^\circ$,

$$q_z=2(40.80)\sin1^\circ=1.424\ \mathrm{nm^{-1}},\qquad s=(1.424\times0.8)^2=1.30.$$

The specular factor is $e^{-s}=0.273$, and 73% of the weight at fixed $q_z$ is diffuse. Since $r_e\rho=1.929\times10^{-3}$ nm⁻², equation (2) gives $1.43\times10^{-4}$ for a smooth surface and $3.90\times10^{-5}$ for the rough one.

**Rocking scan.** Keep $\theta_i+\theta_f=2^\circ$ and choose $\theta_i=0.8^\circ$, $\theta_f=1.2^\circ$. Then $q_x=-0.0050$ nm⁻¹, and quadrature gives $L=94$ nm. Equation (10) becomes

$$\frac{d\mathcal P}{d\theta_f}=\frac{2\pi(1.929\times10^{-3})^2}{40.80\times0.01396\times1.424^2}\times94=1.9\times10^{-3}\ \mathrm{rad^{-1}}.$$

A slit of $0.02^\circ=3.49\times10^{-4}$ rad receives $6.6\times10^{-7}$ of the beam, or 1.7% of the specular intensity.

At offsets of 0.05°, 0.2° and 0.5° from the specular setting the diffuse fraction per unit exit angle is 1.7, 1.9 and $2.1\times10^{-3}$ rad⁻¹. It rises although the surface spectrum falls. The cause is the factor $1/\sin\theta_i$: multiplying by $\theta_i$ in degrees leaves 1.6, 1.5 and 1.1, again times $10^{-3}$. This holds when the whole beam falls on the sample. If it spills over, the factor must be replaced by the illuminated area divided by the cross-section of the beam.

This scan cannot reach the tail. Its limit is $|q_x|=q_z\sin1^\circ=0.025$ nm⁻¹, or $|q_x|\xi=2.5$. A logarithmic slope taken there does not give $H$.

**Out-of-plane scan.** With both angles held at 1°, a detector moved sideways reaches larger transfers. The cross-section is per illuminated area.

| $q_\parallel$ (nm⁻¹) | $d\sigma/(A\,d\Omega)$ (sr⁻¹) | $D/(sF_H)$ | $D$/tail law |
|---|---|---|---|
| 0.001 | $3.4\times10^{-2}$ | 0.36 | $8.0\times10^{-5}$ |
| 0.01 | $2.3\times10^{-2}$ | 0.39 | 0.14 |
| 0.03 | $4.1\times10^{-3}$ | 0.70 | 1.01 |
| 0.1 | $8.4\times10^{-5}$ | 1.12 | 1.25 |
| 0.5 | $2.9\times10^{-7}$ | 1.02 | 1.03 |

The third column crosses from suppression to a slight excess, and (9) gives the sign of that excess. The value 1.01 at 0.03 nm⁻¹ marks a crossing, not the onset of the power law: the ratio is 1.25 at 0.1 nm⁻¹ and comes down to 1.03 only at 0.5 nm⁻¹. At 0.5 nm⁻¹, $k=50$ and $T_{0.7}=7.05$, so (8) gives

$$\left(\frac{1.929\times10^{-3}\times100}{1.424}\right)^2(1.30)(7.05)\,50^{-3.4}=2.8\times10^{-7}\ \mathrm{sr^{-1}},$$

3% below the full integral.

## What the real film adds

**Bulk scattering.** Density fluctuations inside the film scatter too. Their cross-section per area is $r_e^2nZ^2S_0\ell$, with $n$ the atomic density, $Z=14$, $S_0$ the structure factor at small transfer and $\ell=(1-e^{-2\kappa t})/(2\kappa)$ the attenuated depth of a film of thickness $t$. With the rough values $\mu=140$ cm⁻¹ and $S_0=0.01$, $\ell=344$ nm and the result is $2.6\times10^{-7}$ sr⁻¹. That is 0.3% of the surface signal at 0.1 nm⁻¹ but about 90% at 0.5 nm⁻¹. For these values a background must be subtracted before the far tail is used to find $H$. Voids can raise $S_0$ and move the crossover inward.

**Refraction.** Continuity of the wave and its normal derivative at a flat surface gives the transmitted amplitude

$$t(\theta)=\frac{2\sin\theta}{\sin\theta+\sqrt{\sin^2\theta-2\delta}},\qquad\delta=\frac{r_e\rho\lambda^2}{2\pi}=7.3\times10^{-6}.$$

A distorted-wave estimate multiplies the diffuse intensity by $|t(\theta_i)t(\theta_f)|^2$ and replaces $q_z$ by its value inside the film. This raises the Born result by 9%, 10% and 17% at the three offsets. At the critical angle, $\theta_i=0.219^\circ$, it raises it by a factor 4.5 if absorption is neglected, of which $|t(\theta_i)|^2=4$ is the main part. Absorption adds $i\mu\lambda/(2\pi)$ under the root; with $\mu=140$ cm⁻¹ the two numbers fall to 3.6 and 3.2. Equation (1) should not be used there. The same estimate raises the out-of-plane table by 10% in its first two rows, 7% at 0.03 nm⁻¹ and about 5% in the last two rows, more than the 3% gap between the full integral and the tail law. The smooth-surface Fresnel reflectivity at 1° is 5% above the Born value. With the Névot–Croce damping $e^{-q_zq_t\sigma^2}$, where $q_t$ is the normal transfer inside the film, the rough reflectivity becomes $4.2\times10^{-5}$, 8% above the Born value.

**Layers and atomic response.** Real silicon carries an oxide, which breaks the assumption of one uniform medium. For a conformal layer of thickness $d$ and electron density $\rho_{\rm ox}$, adding the two interface amplitudes multiplies the intensity by $|\rho_{\rm ox}+(\rho-\rho_{\rm ox})e^{iq_zd}|^2/\rho^2$. With $d=1.5$ nm and an oxide density of 2.2 g/cm³ this is 0.90 at $q_z=1.424$ nm⁻¹. The buried interface to the crystal, assumed 2.2% denser than the film, has a relative amplitude of 0.015 after attenuation, hence an interference of up to about 3% if its roughness is conformal. A dispersion correction of roughly 0.25 electron per atom would raise the intensity by 3.6%.

**Shadowing and resolution.** A bump of height $\sigma$ shifts the phase by $k_0\delta\sigma/\sin\theta=0.014$ rad, so it is nearly transparent and single scattering is reasonable at 1°. An angular resolution of 0.01° blurs $q_x$ by $k_0\sin\theta\,\Delta\theta=1.2\times10^{-4}$ nm⁻¹, about 1% of $1/\xi$. In the out-of-plane scan the same resolution in $\phi$ blurs $q_y$ by much more, $k_0\cos\theta\,\Delta\phi=7.1\times10^{-3}$ nm⁻¹ or $0.7/\xi$. If 0.01° is the full width of a rectangular acceptance, the diffuse values in the table change by less than 2%. For a Gaussian resolution with this full width at half maximum, the change reaches about 4%. The first row lies only 0.0014° from the specular beam and could not be separated from it. The second lies 0.014° away. With a Gaussian resolution of 0.01° in both $\phi$ and $\theta_f$ it would receive 3.6 times more specular than diffuse intensity; the ratio falls to 1.8 for 0.02° in $\theta_f$ and to 0.7 for 0.05°. For much larger $\xi$ the intensity must be convolved with the resolution before fitting.
